Comparing two-band tunnelling exponents for gaps of 0.36 and 0.75 eV

**Question**

I am comparing direct band-to-band tunnelling in two semiconductors at the same field, 1 MV/cm. One has a gap of 0.36 eV and a reduced mass of 0.012 m₀, the other a gap of 0.75 eV and a reduced mass of 0.02 m₀, where m₀ is the free-electron mass.

I treated the gap as a triangular barrier of height Eg for a particle with a parabolic band. Since the reduced mass m_r combines electron and hole, I took equal band masses, so that each is 2m_r. The WKB exponents came out as 2.29 and 8.87, which makes the narrow-gap material about 700 times more transparent. I have been told that I should use a two-band exponent instead. I don't see what is wrong with my barrier, where the other numerical factor comes from, or whether WKB means anything when the exponent is this small. And does the ratio of transmissions tell me the ratio of currents?

**Answer**

Your barrier has one correct end and one wrong end. An electron that starts in the valence band has a propagating state at the valence edge as well as at the conduction edge, so its decay constant must vanish at both. In your barrier it vanishes at the conduction edge and is largest at the valence edge. The cure is to let both bands share one dispersion relation.

**The decay constant in the gap**

Measure the energy E from midgap and take the simplest Hamiltonian with two coupled bands,

H = (Eg/2) σz + ħv k σx,

where k is the wave number along the field, v is a velocity that measures the interband coupling, and σx, σz are Pauli matrices. Because σx and σz anticommute, the cross terms in H² cancel, and

E² = Eg²/4 + (ħvk)².

To express v through the mass, expand the upper band for small k:

E ≈ Eg/2 + (ħvk)²/Eg.

Setting the second term equal to ħ²k²/(2m_c) gives m_c = Eg/(2v²). The lower band is the mirror image, so m_v = m_c. With the convention 1/m_r = 1/m_c + 1/m_v, the reduced mass is half of either:

m_r = Eg/(4v²), so v = ½ (Eg/m_r)^(1/2).

Inside the gap, |E| < Eg/2, so k² is negative. Writing k = iκ gives

κ(E) = (Eg²/4 − E²)^(1/2) / (ħv).

This is a half-ellipse: zero at both edges, with its largest value κ_max = Eg/(2ħv) at midgap.

**The exponent**

In a uniform field F, the electron's energy relative to the local midgap changes by dE = eF dx along its path. It crosses the whole gap in a distance

L = Eg/(eF).

The amplitude decays as exp(−∫κ dx), and the probability is its square. Hence T = exp(−B) with

B = 2 ∫ κ dx = (2/eF) ∫ κ(E) dE, with E from −Eg/2 to Eg/2.

The integral of (Eg²/4 − E²)^(1/2) is the area of a half-disc of radius Eg/2, which is πEg²/8. Therefore

B = (2/eF) · (1/ħv) · πEg²/8 = πEg²/(4ħv eF).

Now insert 1/v = 2 (m_r/Eg)^(1/2):

B = π m_r^(1/2) Eg^(3/2) / (2ħeF).

The same result can be written as

B = (π/2) κ_max L,

because κ_max L = Eg²/(2ħv eF). This form is convenient for the arithmetic.

For your parabolic barrier, let D be the depth below the conduction edge. Then κ = (2·2m_r·D)^(1/2)/ħ, and since the integral of D^(1/2) from 0 to Eg is (2/3)Eg^(3/2),

B_parabolic = (2/eF) · (2m_r^(1/2)/ħ) · (2/3)Eg^(3/2) = (8/3) m_r^(1/2) Eg^(3/2)/(ħeF).

Dividing by the two-band result gives 16/(3π) ≈ 1.70. Your exponents are both too large by this factor. Their ratio is unaffected, but the ratio of transmissions depends on their difference, and that is too large by the same factor.

**Is it valid when B is near one?**

WKB alone would give no assurance there. For this Hamiltonian in a uniform field, however, the transmission can be found without WKB.

The field makes k grow linearly, k = eFt/ħ. Rotate the Pauli matrices so that the growing term is diagonal, and write Δ = Eg/2 and α = v eF. The two amplitudes obey

iħ da/dt = αt a + Δ b,
iħ db/dt = Δ a − αt b.

At t → −∞, amplitude a has energy αt < 0 and lies in the valence band. At t → +∞ the same amplitude has positive energy and lies in the conduction band. The tunnelling probability is thus the fraction of |a|² that survives from start to finish.

Start with b = 0 in the far past. For large |t|, b is small and oscillates with the phase of a, so iħ db/dt ≈ αt b. The second equation then gives b ≈ Δa/(2αt), and the first becomes

iħ da/dt ≈ [αt + Δ²/(2αt)] a.

Its solution is

a ∝ exp(−iαt²/2ħ) · t^(−iν), with ν = Δ²/(2ħα).

This form fails near t = 0, but we can go around that point on a large semicircle t = R exp(iθ) in the upper half of the complex plane, from θ = π to θ = 0. On the first quarter the exponential in a is the smaller of the two possible solutions, so a pure a-type solution stays identifiable. On the second quarter it is the larger one. The other solution may be switched on there, but its a-component falls as 1/t and does not alter the final |a|.

On the semicircle, |t^(−iν)| = exp(νθ). Going from θ = π to θ = 0 multiplies |a| by exp(−πν), so

T = exp(−2πν) = exp[−πΔ²/(ħv eF)] = exp[−πEg²/(4ħv eF)].

This is the Landau–Zener result, and it equals exp(−B) for any B. The small exponent is therefore no objection within this model. It becomes one again when the field is not uniform, as shown below.

**The numbers**

At 1 MV/cm the bands tilt by 0.1 eV/nm.

For the narrow gap (labelled A in the numerical output), L = 0.36/0.1 = 3.60 nm and κ_max = 0.2381 nm⁻¹, so

B = (π/2)(0.2381)(3.60) = 1.346, T = 0.260.

For the wide gap (labelled B there), L = 0.75/0.1 = 7.50 nm and κ_max = 0.4437 nm⁻¹, so

B = (π/2)(0.4437)(7.50) = 5.227, T = 0.00537.

I also solved the two-component wave equation numerically through a uniform ramp reaching 4 eV on either side of midgap. It gave T = 0.26014 for the narrow gap, against 0.26016 from the formula, and 0.00537 for the wide gap.

The exponents differ by the factor

(0.75/0.36)^(3/2) · (0.02/0.012)^(1/2) = 3.007 × 1.291 = 3.88.

Most of this comes from the gap. The transmissions differ by

exp(5.227 − 1.346) = exp(3.88) ≈ 48,

not 700. That the ratio of exponents and their difference both read 3.88 is an accident of the chosen field. The ratio is independent of F, whereas the difference is proportional to 1/F. At 0.5 MV/cm both exponents double and the ratio of transmissions becomes 48.45² ≈ 2300. At very high field both transmissions approach one and the contrast disappears. A statement such as "48 times more transparent" therefore needs its field attached.

Turned around, the wide-gap material would need 3.88 MV/cm to reach the exponent that the narrow-gap one has at 1 MV/cm. I would read that as a measure of the contrast, not as a proposed operating field.

**From transmission to current**

So far the electron has moved straight along the field. With a transverse wave number k_t, the Hamiltonian gains a term ħv k_t σy. This anticommutes with both other terms, so Eg²/4 is replaced by Eg²/4 + (ħvk_t)² and the exponent becomes

B(k_t) = B + πħv k_t²/(eF).

Define E_t = ħ²k_t²/(2m_r). Since v² = Eg/(4m_r), we have (ħvk_t)² = E_t Eg/2, and the added term is

π(E_t Eg/2)/(ħv eF) = E_t · 2B/Eg = E_t/Ē, with Ē = Eg/(2B).

Here Ē is 0.134 eV for the narrow gap and 0.072 eV for the wide one. If the valence states are full, the conduction states are empty and the overlap of the bands is large enough not to cut off k_t, the sum over transverse states per unit area and spin is

∫ d²k_t/(2π)² · exp(−B − E_t/Ē) = m_r Ē exp(−B)/(2πħ²).

To get this, use d²k_t = 2πk_t dk_t and k_t dk_t = m_r dE_t/ħ²; the remaining integral over E_t gives Ē.

At fixed field, m_r Ē = m_r Eg/(2B) is proportional to (m_r/Eg)^(1/2). This prefactor favours the narrow gap by only 1.12. The sums are 8.72×10⁻⁴ and 1.61×10⁻⁵ nm⁻², a ratio of 54. Under the stated conditions the generation rate per unit volume at a given field is proportional to this sum, so the exponent does carry nearly all of the comparison. These sums belong to the two-band model. At k_t ≠ 0 the conduction band also couples to heavy holes. In a Kane model with flat heavy-hole bands and a remote split-off band, the sums rise to 1.50×10⁻³ and 2.33×10⁻⁵ nm⁻², a ratio of 64.

The k_t term also shows what happens as the gap closes at fixed v. B goes to zero and an electron moving straight along the field is fully transmitted, but one with k_t ≠ 0 still meets an exponent πħv k_t²/(eF).

**What a real junction changes**

Your parameters are roughly those of InAs and In₀.₅₃Ga₀.₄₇As at room temperature, both of which are used in tunnel transistors. A field of 1 MV/cm is high for them and belongs to narrow, heavily doped junctions, not to wide, lightly doped regions. Of the corrections estimated here, confinement in a thin body moves the exponents most. For a 10 nm body I put k_t = π/(10 nm), a hard-wall estimate in which the conduction component vanishes at both walls. Other wall conditions can give a smaller k_t and a clearly smaller correction, so the numbers below show its size only roughly. For the narrow gap, ħv = Eg/(2κ_max) = 0.756 eV nm, and the exponent grows by

π(0.756)(π/10)²/0.1 = 2.34,

from 1.35 to 3.69. For the wide gap it grows from 5.23 to 7.85. These exponents describe tunnelling between the first valence and first conduction subbands. It falls by factors of about 10 and 14, and its ratio moves from 48 to about 64. This wall condition also leaves a flat state at the bulk valence edge, which tunnels into the conduction subbands too. A numerical solution of the strip gives total transmissions of 0.066 and 8.1×10⁻⁴, that is, falls by factors of about 4 and 7 and a ratio of about 81. A wall modelled as an infinite gap gives k_t = 2.36/(10 nm) and 2.61/(10 nm), adds 1.32 and 1.81 to the exponents, and gives a ratio of about 79. The bulk exponent is thus a poor guide to the absolute current of such a body, while the ratio of transmissions moves from 48 to between about 64 and 81, depending on how the walls are treated.

The field in a junction is not uniform either. Take a symmetric p-n junction whose field peaks at 1 MV/cm and falls linearly to zero on each side, and fix the overlap between the p-side valence band and the n-side conduction band at 0.6 eV. The total band bending is then V = Eg + 0.6 eV. It equals the area of the field triangle, eFW/2, so the width W = 2V/(eF) is 19.2 nm for the narrow gap and 27.0 nm for the wide one.

An electron on the central path sees the peak field only at midgap and a weaker one elsewhere, so its exponent rises. I define the exponent here as −ln T, with T from the wave equation:

- Narrow gap: 1.51, up 12% on the uniform-field value. WKB gives 1.48.
- Wide gap: 6.09, up 16%. WKB gives 6.07.

The 12% and 16% look alike, but they act on exponents of very different size. The ratio of transmissions becomes exp(6.085 − 1.506) ≈ 97, twice the uniform-field value, for this linear field profile with peak field and overlap held fixed. WKB is now an approximation, and its error in the exponent is about 2% for the narrow gap and 0.2% for the wide one.

Such a junction needs heavy doping. If the region of width W holds no mobile carriers, the peak field is F = eN(W/2)/ε, so N = 2εF/(eW). With rough relative permittivities of 15 and 14, this is 8.6×10¹⁸ and 5.7×10¹⁸ cm⁻³. If all donors are ionised, electrons at low temperature fill the n-side conduction band up to 0.33 eV and 0.22 eV above its edge. These doping and filling figures are low estimates. With filling this deep, carriers remain in the outer parts of the junction, so the field there is not linear, the same peak field needs more doping, and the exponents are somewhat larger. A self-consistent zero-temperature profile in the two-band model, with peak field and overlap held fixed, gives about 1.15×10¹⁹ and 6.6×10¹⁸ cm⁻³, fillings of 0.38 and 0.24 eV, exponents of 1.58 and 6.28, and a ratio of about 110 in place of 97. The filled states cannot receive tunnelling electrons.

This matters for the central path, which emerges in the middle of the overlap, 0.3 eV above the n-side edge. In the narrow-gap junction that state is already filled; in the wide-gap junction it is empty. The factor of 97 therefore compares transmission probabilities and not currents. A current needs the sum over all paths that join a filled state to an empty one, including the off-centre paths.

Holes also empty the top of the p-side valence band. In the two-band model, with equal doping on both sides, they do so to the same depth as the electrons fill the n side. Twice 0.33 eV exceeds the overlap of 0.6 eV, so at low temperature the narrow-gap junction has no path from a filled valence state to an empty conduction state. In this model the chosen overlap then corresponds to a forward bias, and electrons tunnel the other way, from filled conduction states to empty valence states. Heavy holes, which this model leaves out, would empty the valence band to a much smaller depth and so reopen part of the overlap.

Temperature matters too. Cooling widens the gap. For a rough rise of 0.06 eV at fixed v, B scales as Eg² and becomes 1.83 and 6.10. The transmissions fall to about 0.6 and 0.4 of their earlier values.


A small difference between the two masses matters little. Adding the free-electron kinetic energy ħ²k²/(2m₀) to both bands makes the electron lighter than the hole at the same m_r, by about 5% for the narrow gap and 8% for the wide one, and leaves both exponents unchanged to the four decimals computed. In a uniform field such a common term in fact leaves the transmission unchanged as long as the valence band still curves downward at its edge, because the term only multiplies both amplitudes by the same phase as k grows. This says nothing about mass differences that arise from coupling to further bands.

I have left out phonon-assisted tunnelling, traps, band tails and the mixing with heavy holes. Heavy-hole mixing raises the transverse sums by tens of per cent, as noted above. The first three open further paths. They matter most where direct tunnelling is weak, so I would not extend this comparison to low fields or to the off-state leakage of a transistor without including them.

Computed values

```
Field: 1.00 MV/cm; junction overlap: 0.60 eV
A: gap 0.36 eV, reduced mass 0.012 m0
A: interband velocity 1.149e+06 m/s
A: tunnelling path 3.60 nm
A: largest decay constant 0.2381 1/nm
A: exponent B, formula 1.3464, quadrature 1.3464
A: transmission exp(-B) 0.26016, wave eq. 0.26014
A: transverse energy scale 0.1337 eV
A: transverse sum, wave eq. 8.7178e-04 1/nm^2
A: transverse sum, formula 8.7173e-04 1/nm^2
A: one-band parabolic exponent 2.286
A: junction bending 0.96 eV, width 19.2 nm
A: junction exponent, WKB 1.476, wave 1.506
A: relative permittivity (rough) 15
A: doping needed 8.63e+18 cm^-3
A: electron filling above band edge 0.332 eV
A: overlap energy / gap 1.67
A: 10 nm body: gap 0.596 eV, B 3.690
A: gap raised 0.06 eV by cooling: B 1.833
A: B with free-electron term 1.3464
B: gap 0.75 eV, reduced mass 0.020 m0
B: interband velocity 1.284e+06 m/s
B: tunnelling path 7.50 nm
B: largest decay constant 0.4437 1/nm
B: exponent B, formula 5.2270, quadrature 5.2270
B: transmission exp(-B) 0.00537, wave eq. 0.00537
B: transverse energy scale 0.0717 eV
B: transverse sum, wave eq. 1.6099e-05 1/nm^2
B: transverse sum, formula 1.6093e-05 1/nm^2
B: one-band parabolic exponent 8.874
B: junction bending 1.35 eV, width 27.0 nm
B: junction exponent, WKB 6.070, wave 6.085
B: relative permittivity (rough) 14
B: doping needed 5.73e+18 cm^-3
B: electron filling above band edge 0.225 eV
B: overlap energy / gap 0.80
B: 10 nm body: gap 0.919 eV, B 7.848
B: gap raised 0.06 eV by cooling: B 6.097
B: B with free-electron term 5.2270
Gap factor in exponent ratio: 3.0070
Mass factor in exponent ratio: 1.2910
Exponent ratio B/A: 3.8821
Exponent difference B-A: 3.8805
Transmission ratio A/B: 48.45
Transverse-sum ratio A/B: 54.15
Field for B to match exponent of A: 3.882 MV/cm
Junction A at 0.3 MV/cm: WKB 4.921, wave 4.939
```
